\section*{How a moving gap level carries electrons across a gap}

\section{The decision: which speeds need a calculation?}

A calculation of electronic stopping by real-time propagation of the electrons needs a separate run for each ion speed. For a slow ion in an insulator one must decide whether the runs below the threshold for direct excitation across the gap can be skipped and the stopping set to zero. They cannot be skipped if the ion carries a localized state whose energy sweeps from one band to the other. The quantity to inspect first is therefore the path of that state relative to both band edges.

These notes separate the contributions in a model: direct excitation, filling of the level, its emptying, the kinetic energy of the carriers, and tunnelling when the level falls short of a band. An ion moves at constant speed $v$ along a channel of period $a$. Its level has the bare energy
\begin{equation}
\varepsilon(t)=\varepsilon_0-A\cos\omega t,\qquad \omega=\frac{2\pi v}{a},\qquad \hbar\omega=\frac{hv}{a}.
\end{equation}
The level couples with real strength $V$ to the end sites of two semi-infinite chains with hopping $t_b$. One chain is a full valence band with its top at $E=0$, the other an empty conduction band with its bottom at $E_g$. The mean level is at midgap, $\varepsilon_0=E_g/2$. Electrons are independent, so each result per spin is doubled at the end. Screening, charging of the level and lattice relaxation are left out.

The numbers use round parameters, not those of a material: $E_g=2$ eV, $t_b=1$ eV, $V=0.5$ eV, $a=0.4$ nm and, unless stated otherwise, $A=2$ eV.

\section{What the bands contribute}

Let $x$ be the energy measured from a band centre and $g(x)$ the Green function of the chain's end site. Removing that site leaves an identical chain, so
\begin{equation}
g=\frac{1}{x-t_b^2g}\quad\Rightarrow\quad t_b^2g^2-xg+1=0 .
\end{equation}
Outside the band, the root that decays as $1/x$ is
\begin{equation}
g(x)=\frac{x-\mathrm{sgn}(x)\sqrt{x^2-4t_b^2}}{2t_b^2}.
\end{equation}
Inside the band the retarded root has imaginary part $-\sqrt{4t_b^2-x^2}/(2t_b^2)$. The end-site density of states is $\rho=-\mathrm{Im}\,g/\pi$. At energy $e$ inside a band, measured from its gap edge, $|x|=|2t_b-e|$ and $4t_b^2-x^2=e(4t_b-e)$. The width given to the level is
\begin{equation}
\Gamma(e)=2\pi V^2\rho=\frac{V^2}{t_b^2}\sqrt{e(4t_b-e)},\qquad \int\Gamma\,de=2\pi V^2,
\label{width}
\end{equation}
since $\rho$ integrates to one.

\section{First contribution: direct excitation}

Remove the level and join the two end sites by a weak coupling $W\sin\omega t$. Because $\sin\omega t=(e^{i\omega t}-e^{-i\omega t})/2i$, the part that absorbs a quantum has magnitude $W/2$. The golden rule gives
\begin{equation}
R_{\rm dir}=\frac{2\pi}{\hbar}\left(\frac W2\right)^2\int\rho_v(E)\,\rho_c(E+\hbar\omega)\,dE .
\end{equation}
The integrand vanishes unless $E<0$ and $E+\hbar\omega>E_g$. One-quantum excitation therefore requires
\begin{equation}
\hbar\omega>E_g\quad\Longleftrightarrow\quad v>\frac{E_ga}{h}=1.93\times10^5\ \mathrm{m/s}.
\end{equation}
A potential with a harmonic $n\omega$ can lower this speed by a factor $n$, with a weight set by that harmonic. A moving potential also allows a change of crystal momentum $\Delta k$, which adds $\hbar v\Delta k$ to the energy balance; the time-periodic model omits this term.

At $\hbar\omega=0.1$ eV, one twentieth of the gap, direct propagation of all valence electrons with $W=0.5$ eV changes the conduction population during the second cycle by only about $10^{-9}$ in magnitude. In this model the direct contribution is negligible at that speed.

\section{Second contribution: a state that reaches the bands}

At fixed $\varepsilon$, a bound state in the gap satisfies
\begin{equation}
F(E)\equiv E-V^2\left[g(E+2t_b)+g(E-E_g-2t_b)\right]=\varepsilon .
\end{equation}
Outside a band $g(x)=\int\rho(x')\,dx'/(x-x')$, so $g'<0$ and $F'>1$. There is one gap state if $F(0)<\varepsilon<F(E_g)$, and none otherwise. At the conduction edge $g(-2t_b)=-1/t_b$. Writing $\gamma=g(E_g+2t_b)$, we find
\begin{align}
\varepsilon_c^*&=F(E_g)=E_g+\frac{V^2}{t_b}-V^2\gamma,\\
\varepsilon_v^*&=F(0)=-\frac{V^2}{t_b}+V^2\gamma .
\end{align}
The near band repels the level and delays merging; the far band pushes it the other way. Here $\gamma=(4-\sqrt{12})/2=0.268\ \mathrm{eV}^{-1}$, so
\begin{equation}
\varepsilon_c^*=2+0.25-0.067=2.183\ \mathrm{eV}.
\end{equation}
The swing must exceed $x^*=\varepsilon_c^*-\varepsilon_0=1.183$ eV, not merely the 1 eV from midgap to a bare edge.

Merging at finite $\varepsilon$ depends on $\rho$ vanishing at the edge. If $\rho$ stayed finite there, the integral for $g$ would diverge at the edge and a bound state would survive for every $\varepsilon$. In the strict adiabatic limit the electron would then remain in that bound state, but the binding is exponentially small. For a flat band with $\rho=0.25\ \mathrm{eV}^{-1}$, $V=0.5$ eV and the level 1 eV above the edge it is $4.5\times10^{-7}$ eV, which calls for speeds well below 0.04 m/s. At $\hbar\omega$ between 0.01 and 0.1 eV such a level still loses its electron with 97 to 98\% probability.

\section{Third contribution: filling and emptying}

To isolate the exchange with the bands, let the bare level rise linearly, $\varepsilon=\beta t$ with $\beta>0$, from far below to far above them. Let $d$ be the level amplitude, $b_k$ the band amplitudes and $u_k$ the end-site amplitudes of the band states:
\begin{align}
i\hbar\dot d&=\beta t\,d+V\sum_ku_kb_k,\\
i\hbar\dot b_k&=E_kb_k+Vu_kd .
\end{align}

\subsection{Emptying}

First take an electron on the level below an empty band. Write $d(t)=\int D(E)e^{-iEt/\hbar}dE$, and $b_k$ likewise with $B_k(E)$. The second equation gives $B_k=Vu_kD/(E-E_k+i0)$. In the first, $te^{-iEt/\hbar}=i\hbar\,\partial_Ee^{-iEt/\hbar}$; integration by parts turns $t\,d$ into $-i\hbar D'$. Hence
\begin{equation}
ED=-i\hbar\beta D'+\Sigma D\quad\Rightarrow\quad D'=\frac{i}{\hbar\beta}(E-\Sigma)D,
\end{equation}
with $\Sigma=\Lambda-i\Gamma/2$. The real part $\Lambda$ changes only the phase, while $-i\Sigma$ contributes $-\Gamma/2$ to the decay of the amplitude. Thus
\begin{equation}
|D(E)|^2=|D_-|^2\exp\left[-\int_{-\infty}^{E}\frac{\Gamma(E')}{\hbar\beta}dE'\right].
\end{equation}
Before the band, the phase in the integral for $d(t)$ is $E^2/(2\hbar\beta)-Et/\hbar$, apart from the slowly varying effect of $\Lambda$. Its second derivative is $1/(\hbar\beta)$. Stationary phase gives $|d|^2=2\pi\hbar\beta|D_-|^2$, and $|d|^2=1$ fixes $|D_-|^2=1/(2\pi\hbar\beta)$.

At late times the pole in $B_k$ gives $|b_k|^2=4\pi^2V^2u_k^2|D(E_k)|^2$. Summed over states near $E$, this becomes
\begin{equation}
P(E)=\frac{\Gamma(E)}{\hbar\beta}\exp\left[-\int_{-\infty}^{E}\frac{\Gamma(E')}{\hbar\beta}dE'\right].
\label{spectrum}
\end{equation}
Its integral, the emptying probability, is $1-e^{-2\pi V^2/\hbar\beta}$.

\subsection{Filling}

Now start with an empty level and an electron in valence state $0$ of energy $E_0$. Its initial wave adds $Vu_0\delta(E-E_0)$ to the right side of the equation for $ED$. The level was empty, so $D=0$ below $E_0$. Integrating across $E_0$ gives
\begin{equation}
-i\hbar\beta\,\Delta D+Vu_0=0\quad\Rightarrow\quad |\Delta D|^2=\frac{V^2u_0^2}{(\hbar\beta)^2}.
\end{equation}
The corresponding level occupation is $2\pi\hbar\beta|\Delta D|^2=2\pi V^2u_0^2/(\hbar\beta)$. It then decays while the level crosses the rest of the valence band. Summing over the filled states gives the occupation on entering the gap:
\begin{equation}
\int_v\frac{\Gamma(E_0)}{\hbar\beta}\exp\left[-\int_{E_0}^{0}\frac{\Gamma(E')}{\hbar\beta}dE'\right]dE_0
=1-e^{-2\pi V^2/\hbar\beta}.
\end{equation}
In the gap $\Gamma=0$, so $D$ acquires only a phase. The conduction band multiplies the result by the emptying probability:
\begin{equation}
N_{\rm sweep}=\left(1-e^{-2\pi V^2/\hbar\beta}\right)^2 .
\label{sweep}
\end{equation}
The gap width is absent. The ion's motion supplies the energy gradually through the changing level energy, so no single quantum has to span the gap. Slower motion leaves more time for both exchanges and raises $N_{\rm sweep}$ towards one. In the fast limit, $N_{\rm sweep}\simeq(2\pi V^2/\hbar\beta)^2$, because both exchanges are then weak.

For $V=0.3$ eV and $\hbar\beta=1\ \mathrm{eV}^2$, the exponent is $2\pi(0.09)=0.565$ and $N_{\rm sweep}=0.187$. Numerical propagation of the full valence band gives 0.187 for gaps of both 2 and 6 eV.

\subsection{The periodic cycle}

The sinusoidal level turns inside each band instead of crossing it. Beyond a merging point it stays for
\begin{equation}
\tau=\frac{2}{\omega}\arccos\frac{x^*}{A}.
\end{equation}
A typical width $\bar\Gamma$ during this stay gives the rough estimate $e^{-\bar\Gamma\tau/\hbar}$ for a failed exchange. At low speed this estimate is far too small. The width vanishes at the band edge, and a small part of the slowest carriers is still near the ion when the level returns, so the probability of failure falls only in proportion to $v$. It still tends to zero when $A>x^*$. In that limit each cycle takes one electron per spin from the valence band and leaves it in the conduction band.

The following values come from time propagation of all occupied orbitals, starting from the ground state with the level at its lowest point. The chains have 130 sites each, or 260 at the lowest speed. $Q$ and $w$ are the electrons transferred and the work done in the second cycle, per spin.

\begin{center}
\begin{tabular}{cccc}
$\hbar\omega$ (eV) & $v$ (m/s) & $Q$ & $w$ (eV)\\
0.20 & $1.93\times10^4$ & 0.949 & 3.00\\
0.10 & $9.67\times10^3$ & 1.000 & 2.92\\
0.05 & $4.84\times10^3$ & 0.999 & 2.64
\end{tabular}
\end{center}

The last speed is $0.05/2=1/40$ of the direct threshold, yet the transfer is nearly complete. The proportionality of the failure to $v$ sets in at about $\hbar\omega=0.05$ eV. There and below, one electron carried through one passage of the band returns to the level with probability $0.011\,\hbar\omega/\mathrm{eV}$, and two passages per cycle match $1-Q\simeq1.1\times10^{-3}$ in the last row. At 0.1 eV the return probability is smaller than this law gives, $2.5\times10^{-4}$.

\section{Fourth contribution: kinetic energy}

When $Q\simeq1$, a cycle creates an electron with mean kinetic energy $K$ above $E_g$ and a hole with the same mean energy below zero. The two are equal because reflection about midgap exchanges electrons and holes and shifts the drive by half a cycle. Therefore
\begin{equation}
w\simeq E_g+2K,\qquad S=\frac{2w}{a},
\end{equation}
where $S$ is the stopping force and its factor 2 counts spin.

At low speed, emission occurs close to the edge. There (\ref{width}) becomes $\Gamma\simeq2c\sqrt e$, with $c=V^2/t_b^{3/2}$. The exponent in (\ref{spectrum}) is
\begin{equation}
s=\frac{1}{\hbar\beta}\int_0^e2c\sqrt{e'}\,de'=\frac{4c\,e^{3/2}}{3\hbar\beta},
\end{equation}
so $P\,de=e^{-s}ds$ and $e=(3\hbar\beta s/4c)^{2/3}$. Averaging gives
\begin{equation}
K=\left(\frac{3\hbar\beta}{4c}\right)^{2/3}\!\int_0^\infty s^{2/3}e^{-s}ds
=\Gamma_{\rm E}\!\left(\tfrac53\right)\left(\frac{3\hbar\beta\,t_b^{3/2}}{4V^2}\right)^{2/3},
\label{kinetic}
\end{equation}
where $\Gamma_{\rm E}$ is Euler's function. The slope is taken at merging. From $-A\cos\omega t=x^*$,
\begin{equation}
\beta=\omega A|\sin\omega t|=\omega\sqrt{A^2-x^{*2}} .
\end{equation}
Thus $K\propto v^{2/3}$. The law needs $K\ll4t_b$ and a nearly constant slope during emission.

For comparison, one electron was propagated from the midgap bound state through half a cycle with the conduction chain alone. The mean level was raised by $V^2\gamma$ to replace the push of the missing valence chain. At $\hbar\omega=0.05$ eV this gives $K=0.321$ eV, against 0.350 eV from (\ref{kinetic}). At 0.005 eV the values are 0.0745 and 0.0755 eV. The excess of the law falls from 9\% to about 1\% of the propagated value. The law keeps the slope at its merging value and replaces the width by its form near the edge; both approximations improve as $K$ falls.

At $\hbar\omega=0.05$ eV, the separate contributions give $w\simeq2+2(0.321)=2.64$ eV, in agreement with the many-electron run. The stopping force is
\begin{equation}
S=\frac{2(2.64\ \mathrm{eV})}{0.4\ \mathrm{nm}}=13.2\ \mathrm{eV/nm}.
\end{equation}
The gap supplies $2E_g/a=10$ eV/nm, about three quarters, and kinetic energy supplies $4K/a=3.2$ eV/nm. As $v\to0$ only the gap part remains, $10\ \mathrm{eV/nm}=1.60\times10^{-9}$ N.

A force that survives at zero speed requires the bands to be continuous before the slow limit is taken. In a finite cell with discrete, non-crossing levels, sufficiently slow motion is adiabatic and reversible. A calculation must therefore let the emitted carriers leave the ion's neighbourhood without returning during the cycles that are analysed. In a solid, competing relaxation or recapture can also change the low-speed limit. The constant speed is imposed, as in a forced-trajectory calculation. At $4.84\times10^3$ m/s the loss per period is $2w=5.3$ eV, while a proton carries 0.12 eV, a silicon ion 3.4 eV and a gold ion 24 eV. The result applies to a free ion only while its kinetic energy is large compared with $2w$, so the limit $v\to0$ is a property of the forced motion.

\section{Fifth contribution: tunnelling when the swing is short}

Suppose that the level stays below the conduction edge. Measure energy from the mean level, put the edge at $\Delta$, and choose the time origin so that $\varepsilon=A\cos\omega t$ with $A<\Delta$. For weak $V$ the level amplitude carries the phase
\begin{equation}
e^{-i(A/\hbar\omega)\sin\omega t}=\sum_nJ_n\!\left(\frac{A}{\hbar\omega}\right)e^{-in\omega t}.
\end{equation}
Each term acts as a level at $n\hbar\omega$ with coupling $VJ_n$. Cross terms average out over a cycle, so the golden rule gives the escape rate
\begin{equation}
R=\frac1\hbar\sum_{n\hbar\omega>\Delta}J_n^2\!\left(\frac{A}{\hbar\omega}\right)\Gamma(n\hbar\omega-\Delta).
\label{side}
\end{equation}

At low speed $n$ is large. With $z=A/\hbar\omega$, $J_n(z)$ is the average of $e^{i(z\sin\theta-n\theta)}$ over $\theta$. Its saddle obeys $z\cos\theta=n$, so $\theta=-i\alpha$ with $\cosh\alpha=n/z$. The exponent there is $z\sinh\alpha-n\alpha=-n(\alpha-\tanh\alpha)$. The smallest allowed $n$ has $n\hbar\omega\simeq\Delta$, hence
\begin{equation}
R\propto e^{-v_0/v},\quad v_0=\frac{2a\Delta}{h}(\alpha-\tanh\alpha),\quad \cosh\alpha=\frac{\Delta}{A},
\end{equation}
apart from a slower prefactor. This is a soft threshold: the rate falls rapidly below $v_0$ but has no sharp cutoff. For $\Delta=1.5$ eV and $A=1$ eV, $\alpha=0.962$ and $v_0=6.3\times10^4$ m/s. As $A\to\Delta$, $\alpha$ and $v_0$ tend to zero. At larger $V$, level repulsion changes the exponent.

Returning to the two-band model with $V=0.5$ eV, many-electron propagation at $\hbar\omega=0.1$ eV gives these second-cycle transfers per spin:

\begin{center}
\begin{tabular}{cc}
$A$ (eV) & $Q$\\
0.6 & $1.2\times10^{-5}$\\
0.9 & $9.0\times10^{-3}$\\
1.2 & 0.22\\
1.6 & 0.993\\
2.0 & 1.000
\end{tabular}
\end{center}

Speed and coupling are the same in every row; reach makes the difference. At $A=1.2$ eV the level barely passes the merging point at 1.183 eV, and the transfer is still far from one. Merging is not a sharp threshold at this speed: a swing of 1.15 eV, just short of it, already transfers 0.16 in the second cycle. Nor are these steady values: at $A=1.2$ eV the transfer falls to 0.17 by the fifth cycle. For the two shortest swings the level still holds nearly all of its initial electron, so $Q$ there measures escape from the level; over many cycles the transfer also depends on refilling from the valence band.

\section{Weighing the contributions in a calculation}

At the low speeds studied here, the direct term can be dropped. The stopping cannot be dropped if the level reaches both bands and stays long enough: the gap term then dominates and the kinetic term corrects it. If the level falls short, tunnelling controls the transfer and the result is sensitive to small changes in $A$ or in the band edges.

That sensitivity bears on the choice of density functional. At an unchanged level path, a gap that is too small because both edges lie too close to the level makes merging easier and can turn weak tunnelling into nearly complete transfer. If only the conduction edge is too low, the level may empty in the first cycle, but slow refilling from the valence band then limits the transfer. The alignment of the level with both edges therefore deserves attention before the speed grid is refined. Charging needs separate treatment: once the first electron shifts the level for the second, the spin factor 2 no longer follows from this model.
